# The Loss Peak of the Cole-Davidson Relaxation Function

## The Debye peak as an angle

A dielectric with a single relaxation time $\tau$ has the Debye permittivity

$$\epsilon(\omega)=\epsilon_\infty+\frac{D}{1-i\omega\tau}. \tag{1}$$

Here $\epsilon_\infty$ is the real permittivity well above the relaxation, and $D>0$ is the relaxation strength, the amount by which the static permittivity exceeds $\epsilon_\infty$. Atomic units are used in the algebra, so $\hbar=1$. Fields vary as $e^{-i\omega t}$, and a passive medium then has a positive loss $\epsilon''=\operatorname{Im}\epsilon$ for $\omega>0$. With the opposite time convention $i$ changes sign throughout, the loss is defined as $-\operatorname{Im}\epsilon$, and the results below are the same.

Let $s=\omega\tau$. Multiplying numerator and denominator of the fraction in (1) by $1+is$ gives

$$\epsilon''=D\,\frac{s}{1+s^2}. \tag{2}$$

The maximum can be found without differentiation. Put $s=\tan\phi$ with $0<\phi<\pi/2$. Since $1+\tan^2\phi=1/\cos^2\phi$,

$$\epsilon''=D\sin\phi\cos\phi=\frac{D}{2}\sin 2\phi. \tag{3}$$

This is largest at $\phi=\pi/4$, which means $\omega\tau=1$, and the peak loss is $D/2$. The frequency axis from zero to infinity has become a quarter turn, and the Debye peak sits in its middle. The same angle solves the Cole-Davidson problem.

## The Cole-Davidson loss

The Cole-Davidson function raises the Debye denominator to a power:

$$\epsilon(\omega)=\epsilon_\infty+\frac{D}{(1-i\omega\tau)^{\beta}},\qquad 0<\beta\le 1, \tag{4}$$

with the principal branch of the power, so that the fraction tends to $D$ as $\omega\to0$. The function is empirical: $\beta$ is a shape parameter, and $\beta=1$ restores (1).

With $\omega\tau=\tan\phi$ the denominator takes polar form,

$$1-i\tan\phi=\frac{\cos\phi-i\sin\phi}{\cos\phi}=\frac{e^{-i\phi}}{\cos\phi}. \tag{5}$$

Its argument $-\phi$ lies between $-\pi/2$ and $0$, so the principal power simply multiplies this argument by $-\beta$:

$$(1-i\tan\phi)^{-\beta}=\cos^{\beta}\!\phi\;e^{i\beta\phi}. \tag{6}$$

The imaginary part gives the loss,

$$\epsilon''=D\cos^{\beta}\!\phi\,\sin(\beta\phi). \tag{7}$$

The two flanks of the peak follow from (7). At low frequency $\phi\approx s$ and $\cos\phi\approx1$, so $\epsilon''\approx D\beta s$. At high frequency $\phi\to\pi/2$ and $\cos\phi=(1+s^2)^{-1/2}\approx 1/s$, so $\epsilon''\approx D\sin(\pi\beta/2)\,s^{-\beta}$. On a doubly logarithmic plot the loss rises with slope $1$ and falls with slope $-\beta$. For $\beta<1$ the peak is therefore asymmetric, with the slower decay on the high-frequency side.

## Position and height of the maximum

Differentiate (7) with respect to $\phi$ by the product rule:

$$\frac{d\epsilon''}{d\phi}=D\left[-\beta\cos^{\beta-1}\!\phi\,\sin\phi\,\sin(\beta\phi)+\beta\cos^{\beta}\!\phi\,\cos(\beta\phi)\right]. \tag{8}$$

Taking out the common factor $\beta\cos^{\beta-1}\!\phi$ leaves $\cos\phi\cos(\beta\phi)-\sin\phi\sin(\beta\phi)$, which is the cosine of the sum of the two angles. Hence

$$\frac{d\epsilon''}{d\phi}=D\beta\cos^{\beta-1}\!\phi\,\cos[(\beta+1)\phi]. \tag{9}$$

From $\phi=\arctan s$ we have $d\phi/ds=1/(1+s^2)=\cos^2\phi$, and the slope on the frequency axis is

$$\frac{d\epsilon''}{ds}=D\beta\cos^{\beta+1}\!\phi\,\cos[(\beta+1)\phi]. \tag{10}$$

The prefactor is positive for $0<\phi<\pi/2$, so the sign of the slope is that of the last cosine. Its argument grows from $0$ towards $(\beta+1)\pi/2$, which does not exceed $\pi$ because $\beta\le1$. On this interval the cosine changes sign once, from plus to minus, where its argument equals $\pi/2$. The loss thus has one stationary point, and it is a maximum:

$$\phi_p=\frac{\pi}{2(\beta+1)},\qquad \omega_p\tau=\tan\!\left[\frac{\pi}{2\beta+2}\right]. \tag{11}$$

A logarithmic frequency axis gives the same position, because $d\epsilon''/d\ln\omega=\omega\,d\epsilon''/d\omega$ vanishes at the same frequency.

The height follows from a relation between the two angles in (7). Equation (11) says $(\beta+1)\phi_p=\pi/2$, or

$$\beta\phi_p=\frac{\pi}{2}-\phi_p. \tag{12}$$

Therefore $\sin(\beta\phi_p)=\cos\phi_p$, and

$$\epsilon''_{\max}=D\cos^{\beta+1}\!\phi_p. \tag{13}$$

For $\beta=1$ this is $D\cos^2(\pi/4)=D/2$, as in the Debye case.

## Where the peak lies

For $\beta<1$ the denominator $2(\beta+1)$ in (11) is smaller than $4$, so $\phi_p>\pi/4$. The tangent increases on $(0,\pi/2)$, and so

$$\omega_p>\frac{1}{\tau}\qquad(0<\beta<1). \tag{14}$$

Also, $\phi_p$ grows as $\beta$ falls, so the peak moves steadily to higher $\omega\tau$ as the relaxation departs further from Debye form.

There is an upper bound as well. Define $x_p=\pi/2-\phi_p$. By (12), $x_p=\beta\phi_p$, hence $x_p<\phi_p$ for $\beta<1$. The function $\sin y/y$ decreases on $(0,\pi/2)$, since its derivative is $\cos y\,(y-\tan y)/y^2$ and $\tan y>y$ there. Consequently

$$\frac{\sin x_p}{x_p}>\frac{\sin\phi_p}{\phi_p}=\frac{\cos x_p}{\phi_p}. \tag{15}$$

Multiplying by $x_p/\cos x_p$ gives $\tan x_p>x_p/\phi_p=\beta$. Because $\omega_p\tau=\tan\phi_p=1/\tan x_p$, the peak is confined to

$$\frac{1}{\tau}<\omega_p<\frac{1}{\beta\tau}\qquad(0<\beta<1). \tag{16}$$

Two limits show how it moves between these bounds. Close to Debye behaviour, write $\beta=1-\delta$ with small $\delta>0$. Then $\phi_p=\pi/[2(2-\delta)]\approx\pi/4+\pi\delta/8$. The derivative of the tangent at $\pi/4$ is $2$, so

$$\omega_p\tau\approx1+\frac{\pi}{4}\,\delta, \tag{17}$$

while the upper bound is $1/\beta\approx1+\delta$. To first order the peak has gone $\pi/4$ of the way from the lower bound to the upper one.

For small $\beta$, use $x_p=\pi\beta/[2(1+\beta)]$ and $\cot x_p\approx1/x_p-x_p/3$. The leading term is

$$\omega_p\tau\approx\frac{2(1+\beta)}{\pi\beta}, \tag{18}$$

with a relative error of about $x_p^2/3$. At $\beta=0.01$ this form gives $64.299$, and a direct numerical maximization of the loss gives $64.293$. As $\beta\to0$ the peak recedes to infinity in units of $1/\tau$, but its ratio to the upper bound $1/(\beta\tau)$ tends to $2/\pi$. The peak also fades: $\cos\phi_p=\sin x_p$ in (13) makes its height tend to $\pi\beta D/2$ at leading order.

## Why the peak moves up

The inequality (14) has a physical reading if the relaxation is written as a sum of Debye processes with different relaxation times. Let a process have the time $x\tau$. For $0<\beta<1$ the claim is that

$$\frac{1}{(1-is)^{\beta}}=\int_0^1\frac{w(x)}{1-isx}\,dx,\qquad w(x)=\frac{\sin\pi\beta}{\pi}\,x^{\beta-1}(1-x)^{-\beta}. \tag{19}$$

The weight $w$ is positive, and it vanishes for times longer than $\tau$.

To prove (19), substitute $x=u/(1+u)$, so that $1-x=1/(1+u)$ and $dx=du/(1+u)^2$. The powers of $1+u$ in $w\,dx$ add up to $(1-\beta)+\beta-2=-1$, so

$$w(x)\,dx=\frac{\sin\pi\beta}{\pi}\,\frac{u^{\beta-1}}{1+u}\,du,\qquad \frac{1}{1-isx}=\frac{1+u}{1+(1-is)u}. \tag{20}$$

The factors $1+u$ cancel in the product. With $z=1-is$ the right side of (19) becomes

$$\frac{\sin\pi\beta}{\pi}\int_0^\infty\frac{u^{\beta-1}}{1+zu}\,du. \tag{21}$$

For real $z>0$, the substitution $v=zu$ takes out a factor $z^{-\beta}$ and leaves $I=\int_0^\infty v^{\beta-1}/(1+v)\,dv$. This integral follows from a contour that runs out above a cut along the positive real axis, round a large circle, back below the cut, and round the origin. The large circle contributes a term of order $R^{\beta-1}$ and the small one a term of order $r^{\beta}$; both vanish in the limit. Below the cut $v^{\beta-1}$ carries the extra phase $e^{2\pi i(\beta-1)}=e^{2\pi i\beta}$. The pole at $v=e^{i\pi}$ has the residue $e^{i\pi(\beta-1)}=-e^{i\pi\beta}$. The residue theorem then reads

$$\left(1-e^{2\pi i\beta}\right)I=-2\pi i\,e^{i\pi\beta}. \tag{22}$$

Division by $e^{i\pi\beta}$ turns the left side into $-2i\sin(\pi\beta)\,I$, so $I=\pi/\sin\pi\beta$, and (21) equals $z^{-\beta}$ for real $z>0$. Both (21) and $z^{-\beta}$ are analytic for $\operatorname{Re}z>0$. They agree on the positive real axis, so they agree in the whole half-plane, which contains $z=1-is$. This proves (19).

Setting $s=0$ in (19) shows that $w$ integrates to one. Comparing the terms linear in $s$, which are $i\beta s$ on the left and $is\int_0^1 x\,w\,dx$ on the right, gives the mean value of $x$:

$$\int_0^1 x\,w(x)\,dx=\beta. \tag{23}$$

The parameter $\tau$ is therefore the upper edge of the distribution of relaxation times, and the mean time is $\beta\tau$. The bounds (16) say that the peak lies above the inverse of the longest time and below the inverse of the mean time.

The lower bound can now be proved a second time, without the peak formula. The imaginary part of (19) is the sum of Debye losses $sx/(1+s^2x^2)$, and its derivative is

$$\frac{d\epsilon''}{ds}=D\int_0^1 w(x)\,\frac{x\,(1-s^2x^2)}{(1+s^2x^2)^2}\,dx. \tag{24}$$

If $s\le1$, the integrand is positive for every $x$ between $0$ and $1$. The total loss is then still rising at $\omega=1/\tau$, and its maximum must come later. Each Debye component peaks at $1/(x\tau)$, above $1/\tau$. There are no slower components to balance the faster ones, so the peak of the sum is pushed up.

This decomposition is a mathematical property of (4). It does not show that a material contains independent relaxing units with these times, since the same permittivity may arise from a response that is not a sum of separate processes.

## A worked example

Take the model parameters $\hbar/\tau=1.000\ \mu\text{eV}$, $\beta=0.5$ and $D=10$. They describe no particular material. The value of $\epsilon_\infty$ is not needed, because it is real and drops out of the loss.

Equation (11) gives $\phi_p=180^\circ/(2\times0.5+2)=60^\circ$, and so

$$\omega_p\tau=\tan60^\circ=1.732,\qquad \hbar\omega_p=1.732\times1.000\ \mu\text{eV}=1.732\ \mu\text{eV}. \tag{25}$$

Division by Planck's constant converts this energy to the frequency $\omega_p/2\pi=418.8$ MHz. The bounds (16) place the peak between $1$ and $2\ \mu\text{eV}$, as found.

The loss at three frequencies follows from (7) and (13):

- at $\omega=1/\tau$, where $\phi=45^\circ$: $\epsilon''=10\cos^{0.5}45^\circ\,\sin22.5^\circ=3.218$;
- at the peak: $\epsilon''=10\cos^{1.5}60^\circ=3.536$;
- at $\omega=1/(\beta\tau)$, where $\tan\phi=2$: $\epsilon''=10\cos^{0.5}\phi\,\sin(\phi/2)=3.516$.

At $1/\tau$ the loss is $9\%$ below its peak value and still rising. Its slope there, from (10), is $d\epsilon''/d(\omega\tau)=10\times0.5\cos^{1.5}45^\circ\cos67.5^\circ=1.138$. At $1/(\beta\tau)$ the loss is less than $1\%$ below the peak, although that frequency is $15\%$ above $\omega_p$. The maximum is flat, so a small error in a measured loss can displace the apparent peak noticeably.

The example also shows what is at stake in reading a relaxation time from a spectrum. If $1/\omega_p$ were taken for the parameter $\tau$, the result would be too short by a factor of $1.732$. If the spectrum follows (4), $\beta$ can be obtained from its shape, and the parameter is then $\tau=\tan\phi_p/\omega_p$.

Other values of $\beta$ give the following positions from (11) and heights from (13):

| $\beta$ | $\omega_p\tau$ | $1/\beta$ | $\epsilon''_{\max}/D$ |
|---|---|---|---|
| 0.1 | 6.955 | 10.000 | 0.117 |
| 0.3 | 2.637 | 3.333 | 0.260 |
| 0.5 | 1.732 | 2.000 | 0.354 |
| 0.7 | 1.324 | 1.429 | 0.423 |
| 0.9 | 1.086 | 1.111 | 0.477 |
| 1.0 | 1.000 | 1.000 | 0.500 |

As $\beta$ falls, the peak moves up and becomes lower. At $\beta=0.9$ the linear estimate (17) gives $1+0.1\pi/4\approx1.08$, close to the tabulated $1.086$.

## Conditions on the result

The direction of the shift depends on $\beta<1$. For $1<\beta\le2$ the argument of the cosine in (10) ends no higher than $3\pi/2$, so there is still one sign change and (11) still gives the maximum. But now $\phi_p<\pi/4$, and the peak lies below $1/\tau$. For $\beta>2$ the angle $\beta\phi$ in (7) passes $\pi$ at a finite frequency. The loss then becomes negative, and (4) no longer describes a passive medium.

Formula (11) concerns the relaxation loss alone. A static conductivity $\sigma>0$ adds $4\pi\sigma/\omega$ to the loss in atomic units, and the slope of the total with respect to $s$ is

$$\frac{d\epsilon''_{\rm tot}}{ds}=D\beta\cos^{\beta+1}\!\phi\,\cos[(\beta+1)\phi]-\frac{4\pi\sigma\tau}{s^2}. \tag{26}$$

At and above $\omega_p$ the first term is zero or negative and the second is negative. Any maximum of the total loss must therefore lie below $\omega_p$. If $\sigma$ is large enough, the second term outweighs the first at every frequency and no maximum remains. The conduction term has to be subtracted before (11) is applied.

The peak of the loss tangent $\epsilon''/\epsilon'$, where $\epsilon'=\operatorname{Re}\epsilon$, is a different quantity too. The Debye case suffices to show this. With $\epsilon_\infty>0$ and the static value $\epsilon_s=\epsilon_\infty+D$, equation (1) gives $\epsilon''/\epsilon'=Ds/(\epsilon_s+\epsilon_\infty s^2)$. Setting its derivative to zero requires $\epsilon_s=\epsilon_\infty s^2$, so the maximum is at $\omega\tau=\sqrt{\epsilon_s/\epsilon_\infty}$, above the loss peak at $\omega\tau=1$. A relaxation time taken from a peak thus depends on which quantity was plotted.

All numerical values are calculated from the stated model.
